# Does a half-step k-mesh shift help on a hexagonal (111) cell?

## Question

I am modelling a hexagonal boron nitride monolayer grown by chemical vapour deposition on a (111) metal surface, in the 1×1 surface cell. I used a 4×4 k mesh shifted by half a step along both reciprocal vectors, because I understood that moving an even mesh off Gamma gives better sampling for the same number of divisions. The layer has a threefold axis, yet with symmetrisation switched off its in-plane stress differs between directions that should be equivalent. Is this a bug, and was the shift a bad choice?

## Answer

It need not be a bug. The half-step shift removes the threefold axis from the sampling, although the crystal still has it. The shift can nevertheless reduce the error of the total energy, so its merit depends on the quantity you want and on how you count the cost.

### What the rotation does to the mesh

The fcc surface vectors \((1,-1,0)/2\) and \((1,0,-1)/2\), in units of the cubic constant, have squared length 1/2 and scalar product 1/4. The cosine of their angle is 1/2, so they enclose 60°. I therefore take

\[
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad \mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}.
\]

The mesh is

\[
\mathbf k=\frac{n_1+s_1}{N}\mathbf b_1+\frac{n_2+s_2}{N}\mathbf b_2,\qquad n_i=0,\dots,N-1 .
\]

The Monkhorst-Pack coordinates \((2r-N-1)/(2N)\), with \(r=1,\dots,N\), equal \((r-N/2-1/2)/N\). For even \(N\) this is an integer minus one half, divided by \(N\), so \(s=(\frac12,\frac12)\). For odd \(N\), \(r=(N+1)/2\) gives zero and the mesh contains Gamma.

The vectors \(\mathbf b_1,\mathbf b_2\) point at −30° and 90°. A rotation by 120° sends \(\mathbf b_1\to\mathbf b_2\) and \(\mathbf b_2\to-\mathbf b_1-\mathbf b_2\). Collecting coefficients, the shift changes as

\[
(s_1,s_2)\to(-s_2,\;s_1-s_2).
\]

Integer parts of a shift only relabel the points. Apart from them,

\[
(\tfrac12,\tfrac12)\to(\tfrac12,0)\to(0,\tfrac12)\to(\tfrac12,\tfrac12).
\]

The rotation turns your mesh into a different one, and no denser choice of \(N\) alters that.

A shift that survives needs \(s_1+s_2\) and \(s_1-2s_2\) to be integers. Subtracting them shows that \(3s_2\) is an integer, and the solutions are \((0,0)\), \((\frac13,\frac23)\) and \((\frac23,\frac13)\). A third-step shift thus moves the mesh off Gamma and keeps the threefold axis.

The square cell of a (001) surface behaves differently. A 90° rotation gives \((s_1,s_2)\to(-s_2,s_1)\), which returns \((\frac12,\frac12)\) to itself up to an integer. The half shift is harmless to rotational symmetry there, and that experience does not carry over to the hexagonal cell.

### Why the energy can still improve

Let \(f(\mathbf k)\) be a smooth periodic function with Fourier series \(\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\). Averaging over the mesh removes every term except those with \(\mathbf R=N(m_1\mathbf a_1+m_2\mathbf a_2)\). The term \(m=0\) is the true average, so the error is

\[
e=\sum_{m\ne0}f_{Nm}\,e^{2\pi i(s_1m_1+s_2m_2)} .
\]

The six shortest vectors are \(\pm(1,0)\), \(\pm(0,1)\) and \(\pm(1,-1)\). If \(f\) has the full symmetry, they share one coefficient \(F_N\), and their contribution is

\[
2F_N\left[\cos2\pi s_1+\cos2\pi s_2+\cos2\pi(s_1-s_2)\right].
\]

This equals \(6F_N\) for Gamma, \(2F_N(-1-1+1)=-2F_N\) for the half shift, and \(2F_N(-\frac12-\frac12-\frac12)=-3F_N\) for the third shift.

The first two cases are linked by an identity that needs no truncation. The Gamma mesh with \(2N\) divisions is the union of the \(N\)-division Gamma mesh and the three half-shifted meshes. For an invariant \(f\) those three give equal averages. Hence \(4Q_\Gamma(2N)=Q_\Gamma(N)+3Q_{\rm half}(N)\), where \(Q\) is a mesh average, and subtracting the true average gives

\[
e_{\rm half}(N)=\frac{4e_\Gamma(2N)-e_\Gamma(N)}{3}.
\]

When the error at \(2N\) is negligible beside that at \(N\), the half shift reverses the sign of the error and divides its size by three. A filled band separated by a gap gives a smooth \(f\), whose coefficients fall exponentially at large distance, so this condition is then usually met at large \(N\).

### Why bonds and stress become anisotropic

Consider one π orbital per atom, with site energies \(+D\) and \(-D\), and hoppings \(-t_j\) along the three bonds \(j=0,1,2\). The neighbours lie in cells \(\mathbf R_j=0,\mathbf a_1,\mathbf a_2\), and the bond vectors are \(\mathbf d_j=\mathbf R_j-(\mathbf a_1+\mathbf a_2)/3\). The 2×2 Hamiltonian has eigenvalues \(\pm\varepsilon\). With two electrons in the lower band, the energy per cell is

\[
E=-2\langle\varepsilon\rangle,\qquad \varepsilon=\sqrt{D^2+|g|^2},\qquad g=\sum_jt_je^{i\mathbf k\cdot\mathbf R_j},
\]

where the brackets denote the mesh average. Define the spin-summed bond order by \(B_j=-\frac12\partial E/\partial t_j\). Since \(\partial|g|^2/\partial t_j=2\,\mathrm{Re}(e^{-i\mathbf k\cdot\mathbf R_j}g)\), setting all \(t_j=t\) after differentiation gives

\[
B_j=t\left\langle\frac{\sum_i\cos\mathbf k\cdot(\mathbf d_i-\mathbf d_j)}{\varepsilon}\right\rangle .
\]

A 120° rotation permutes the \(\mathbf d_j\), so it permutes the integrands. The three averages must agree if the mesh is rotation invariant. On the half-shifted mesh this argument fails. The mirror exchanging \(\mathbf a_1\) and \(\mathbf a_2\) survives and enforces \(B_1=B_2\), but nothing enforces \(B_0=B_1\).

The case \(N=2\) can be done by hand. Take \(t=2.5\) eV and \(D=2.25\) eV. On the half-shifted mesh \(\cos\mathbf k\cdot\mathbf a_1=\cos\mathbf k\cdot\mathbf a_2=0\), while \(c=\cos\mathbf k\cdot(\mathbf a_1-\mathbf a_2)\) is \(+1\) at two points and \(-1\) at the other two. With \(|g|^2=t^2(3+2c)\),

\[
\varepsilon_+=\sqrt{D^2+5t^2}=6.026\ \text{eV},\qquad
\varepsilon_-=\sqrt{D^2+t^2}=3.363\ \text{eV}.
\]

The numerator is 1 at every point for bond 0, and \(1+c\) for bond 1. Therefore

\[
B_0=\frac t2\left(\frac1{\varepsilon_+}+\frac1{\varepsilon_-}\right)=0.579,\qquad
B_1=\frac t2\,\frac2{\varepsilon_+}=0.415 .
\]

Two equivalent bonds differ by 0.164 because of the sampling alone. The energy is \(-(\varepsilon_++\varepsilon_-)=-9.389\) eV, against a converged −9.271 eV from numerical diagonalization on a 60×60 Gamma mesh. The error is −118 meV, compared with +311 meV for the 2×2 Gamma mesh. The shift improves the energy and spoils the bonds in the same calculation.

### From bond orders to stress and force

Let \(t(r)=t\exp[-\beta(r/r_0-1)]\), where \(r_0\) is the bond length before straining, and strain the layer at fixed reduced k coordinates. The phases \(\mathbf k\cdot\mathbf R_j\) then stay fixed and only the hoppings change. With unit bond vectors \(\hat{\mathbf u}_j\), a small strain \(\eta_{xy}\) changes \(t_j\) by \(-\beta t\sum_{xy}\hat u_{j,x}\hat u_{j,y}\eta_{xy}\). Using \(\partial E/\partial t_j=-2B_j\), the stress for cell area \(A\) is

\[
\sigma_{xy}=\frac1A\frac{\partial E}{\partial\eta_{xy}}=\frac{2\beta t}{A}\sum_jB_j\hat u_{j,x}\hat u_{j,y}.
\]

The bonds lie at 0° and ±120° from bond 0. The stress along bond 0 minus that across it contains \(\cos^2\theta_j-\sin^2\theta_j=\cos2\theta_j\), which is 1 for bond 0 and −1/2 for the others:

\[
\sigma_\parallel-\sigma_\perp=\frac{2\beta t}{A}\left[B_0-\tfrac12(B_1+B_2)\right].
\]

For the example take \(\beta=3\) and a cubic substrate constant of 0.36 nm. Then \(a=0.36/\sqrt2=0.2546\) nm, \(A=0.05612\) nm² and \(r_0=0.1470\) nm. In this model your 4×4 half-shifted mesh gives \(B_0=0.45146\) and \(B_1=B_2=0.45658\). With 1 eV/nm² = 0.1602 N/m,

\[
\sigma_\parallel-\sigma_\perp=\frac{2(3)(2.5)}{0.05612}(-0.00512)(0.1602)\approx-0.22\ \text{N/m}.
\]

This is 0.75% of the converged isotropic π stress, 29.3 N/m. That large stress is not the stress of the layer: σ bonding, absent here, adds to the tension, and short-range repulsion, also absent, must balance most of the sum near equilibrium.

There is also a false force. Moving the second sublattice by \(\mathbf u\) changes each bond length by \(\hat{\mathbf u}_j\cdot\mathbf u\), so \(\delta E=(2\beta t/r_0)\sum_jB_j\hat{\mathbf u}_j\cdot\mathbf u\). Because \(\sum_j\hat{\mathbf u}_j=0\) and \(B_1=B_2\), the force on that sublattice is

\[
\mathbf F=-\frac{2\beta t}{r_0}(B_0-B_1)\hat{\mathbf u}_0 .
\]

Its size is \(15/0.1470\times0.00512\approx0.52\) eV/nm, where symmetry demands zero. In this model, on this mesh, an unsymmetrised relaxation would respond by lengthening bond 0; at \(N=8\) the force has the opposite sign. The model ties force and stress to the single number \(B_0-B_1\) because only the near-bond lengths enter its energy. A self-consistent calculation has no such tie, and its false stress need not share the sign found here.

A finite distortion shows the same defect. Stretching the layer by 1% along bonds 0, 1 and 2 costs 100.4, 100.9 and 100.9 meV per cell in π energy on the half-shifted mesh. On the 4×4 Gamma mesh each direction costs 101.6 meV; this equality reflects the symmetry of the mesh and does not show that the value is converged. A search for a preferred strain direction could mistake this 0.5 meV splitting for physics.

### Comparing meshes fairly

Time reversal gives \(E(-\mathbf k)=E(\mathbf k)\). Together with the threefold axis and the mirrors, it yields 12 operations on the band energies. The Gamma mesh keeps all 12, the half-shifted mesh 4 and the third-shifted mesh 6. An operation that does not preserve a mesh carries it to one with a different shift, which has no points in common with it, so it cannot reduce the list further. The numbers of inequivalent points therefore approach \(N^2/12\), \(N^2/4\) and \(N^2/6\) for large \(N\), with extra points on symmetry lines at finite \(N\).

| \(N\), shift | Points | Energy error (meV/cell) | False stress (N/m) |
|---|---:|---:|---:|
| 4, Gamma | 4 | −11.1 | 0 |
| 4, half | 6 | 3.75 | −0.219 |
| 4, third | 5 | 6.31 | 0 |
| 6, Gamma | 7 | 0.087 | 0 |
| 6, half | 12 | −0.029 | −0.029 |
| 8, Gamma | 10 | 0.052 | 0 |
| 8, half | 20 | −0.017 | 0.004 |
| 12, Gamma | 19 | −0.0003 | 0 |

At equal \(N\), the half shift reduces the energy error about threefold. If the symmetry kept by each mesh is fully used, as in the table, the order can reverse at similar cost: seven points of the 6×6 Gamma mesh beat six points of the 4×4 half-shifted mesh by a factor of about 43. This is not a universal ranking. The 6×6 half-shifted mesh, with 12 points, has a smaller energy error than the 8×8 Gamma mesh with 10.

With symmetrisation switched off, as in your run, a code may reduce the list by time reversal alone. The 4×4 half-shifted mesh then has 8 points, the 4×4 Gamma mesh 10 and the 6×6 Gamma mesh 20, so the last no longer costs about the same as the first. The third-shifted mesh contains no pair \(\mathbf k,-\mathbf k\), so it keeps all 16 points at \(N=4\).

The slow change between \(N=6\) and \(N=8\) comes from the Fourier coefficient itself. Computed from the converged band, \(F_N\) is −1.94, 0.013 and 0.009 meV at \(N=4,6,8\). It changes sign repeatedly, being 0.35 meV at \(N=5\) and −0.029 meV at \(N=7\), and it happens to be unusually small at \(N=6\). The 7×7 Gamma mesh, at −0.17 meV, is worse than the 6×6 one, and the factor of 43 above owes part of its size to this accident. One apparently excellent mesh is poor evidence of convergence.

### How far this applies to a real layer

The parameters are round values in the rough range used for boron nitride π bands. The 4.5 eV gap is typical of semilocal density-functional calculations; quasiparticle gaps are larger. Raising \(D\) to 3.5 eV shrinks the false stress at \(N=4\) from −0.22 to −0.01 N/m. A third-neighbour hopping of 0.2 eV, with the same sign convention as \(t\), changes it to +0.09 N/m. A matrix element of +0.1 eV between nearest sites of the \(+D\) sublattice gives −0.30 N/m. Both values count stress from the near bonds only. Weakening the hoppings for a 2% lattice stretch gives −0.16 N/m. A separate model of the σ bonds, with three hybrids per atom, bond hopping 8 eV, on-atom coupling 2.5 eV, site energies ±2 eV and the same \(\beta\), adds −0.004 N/m; it counts only the change of bond lengths, not the turning of the bonds relative to the hybrids, which can change both the size and the sign of this small term. The size and even the sign therefore depend on the material details; the missing threefold axis does not.

The assumption most clearly broken by your system is that everything is insulating. For a layer–substrate coupling of 0.3 eV, the estimate \((0.3/D)^2\) gives a mixing of about 2% with a metal level at midgap. Metal levels close in energy to a layer band can mix with it far more strongly, and the slab also has its own partly filled bands. Their occupations jump at the Fermi surface, so without smearing the Fourier coefficients fall as a power of distance. The factor −1/3 may then fail at practical \(N\), and the slab's false anisotropy may persist to denser meshes. This model does not size that part. Thermal excitation across the layer's own gap is negligible if the Fermi level lies near midgap: at 1300 K, \(\exp(-D/k_BT)\) is about \(2\times10^{-9}\).

### What to do

If stress, forces or a comparison of equivalent directions must respect the threefold axis without symmetrisation, use a Gamma-centred mesh and converge \(N\). If you want to avoid Gamma, the shift \((\frac13,\frac23)\) also preserves the threefold axis in this 60° cell; \((\frac13,\frac13)\) does not.

You can keep the half shift if the density, forces and stress are symmetrised with the crystal's operations. In this model, that amounts to averaging over the three half-shifted meshes. At \(N=4\) it makes every bond order 0.4549, against a converged 0.4558: the anisotropy goes, but an isotropic sampling error of 0.2% remains. In a self-consistent calculation the density should be symmetrised during the iterations, since an anisotropic density would otherwise feed back into the potential. If the structure really lacks the threefold axis, through a step, a defect or a uniaxial strain, do not impose that symmetry; converge the mesh instead.
